\section*{Normal activation volume of oxidation from hydrostatic and equibiaxial tests}

\section*{Problem}

Silicon with a (001) surface is oxidized in dry oxygen at $800\,^\circ$C. The interface reaction constant $k$ is found in three runs: without added load, under hydrostatic pressure $P=100$ MPa, and under an equibiaxial in-plane stress of $-100$ MPa in the wafer. The last run has no added normal load. Stress is positive in tension, $P$ is positive in compression, and axis 3 is the interface normal. The rate ratios are
\[
\frac{k_P}{k_0}=0.91919,\qquad \frac{k_b}{k_0}=0.97688 .
\]
At 1073.15 K, $k_{\rm B}T=14.816$ \AA$^3$\,GPa. The symmetric activation-volume tensor is defined at zero added load by
\begin{equation}
V_{ij}=k_{\rm B}T\,\frac{\partial\ln k}{\partial\sigma_{ij}} .
\label{def}
\end{equation}

(a) Suppose that one stress tensor describes the surroundings of the reaction. Find $V_{33}$ from the two load derivatives of $\ln k$.

(b) The oxide and the silicon can carry different in-plane stresses. What does the same subtraction then give?

(c) Evaluate the answer to (b) for an elastic oxide bonded to the wafer before loading, and for an oxide whose shear stress has relaxed.

(d) Find the normal activation volume from the data. Estimate its random error if each rate has an independent relative standard error of 1\,\%.

Temperature, oxidant fugacity and growth stress are the same in all runs. The constant $k$ has already been separated from oxidant solubility and diffusion. The ratios come from a model with round parameters, not from an experiment.

\section*{Hints}

\begin{enumerate}
\item Expand $k_{\rm B}T\ln k$ to first order in stress. Write out the diagonal stress components for each load before differentiating.
\item Force balance makes the normal traction continuous across a flat interface. Ask whether it says anything about the in-plane stresses.
\item Bonding makes the in-plane \emph{strains} added by the load equal. Use Hooke's law on each side.
\item In (d), collect the terms containing $\ln k_0$ before combining errors. An error in the shared reference enters both derivatives.
\end{enumerate}

\section*{Solution}

\subsection*{(a) One stress tensor}

For small added stresses, definition \eqref{def} gives
\begin{equation}
k_{\rm B}T\ln\frac{k}{k_0}=\sum_{ij}V_{ij}\sigma_{ij}+O(\sigma^2).
\label{linear}
\end{equation}
Hydrostatic pressure means $\sigma_{11}=\sigma_{22}=\sigma_{33}=-P$, with no shear stress. Hence
\[
k_{\rm B}T\ln(k/k_0)=-P(V_{11}+V_{22}+V_{33})+O(P^2),
\]
and the derivative at zero load is
\begin{equation}
T_V\equiv-k_{\rm B}T\frac{d\ln k}{dP}=V_{11}+V_{22}+V_{33}.
\label{trace}
\end{equation}
The minus sign converts pressure to tensile stress. In the equibiaxial test $\sigma_{11}=\sigma_{22}=\sigma$ and $\sigma_{33}=0$, so
\begin{equation}
B_V\equiv k_{\rm B}T\frac{d\ln k}{d\sigma}=V_{11}+V_{22}.
\label{biax}
\end{equation}
Here $\sigma$ is the stress along \emph{each} in-plane axis, so no factor of one half appears. Subtracting \eqref{biax} from \eqref{trace} gives
\begin{equation}
V_{33}=T_V-B_V.
\label{subtract}
\end{equation}

The two tests do not separate $V_{11}$ from $V_{22}$: adding $c$ to one and subtracting $c$ from the other changes neither derivative. Shear components are also invisible, because neither load contains a shear stress along these axes.

The volumes have a mechanical meaning when $k=\nu_0\exp(-G^\ddagger/k_{\rm B}T)$ and the attempt frequency $\nu_0$ does not depend on load. Let a region of reference volume $\Omega$ have strain $e_{ij}$, reaction coordinate $q$, and enthalpy
\[
G(q,e;\sigma)=U(q,e)-\Omega\sum_{ij}\sigma_{ij}e_{ij}.
\]
At the reactant minimum and at the saddle, $G$ is stationary in $q$ and $e$. When the stress changes, the shifts of $q$ and $e$ therefore contribute nothing to the first-order change of $G$. Only the explicit stress dependence remains:
\[
\frac{dG}{d\sigma_{ij}}=-\Omega e_{ij}.
\]
The barrier is the saddle value minus the minimum value, so
\begin{equation}
V_{ij}=-\frac{\partial G^\ddagger}{\partial\sigma_{ij}}
=\Omega\left(e_{ij}^{\rm saddle}-e_{ij}^{\rm min}\right).
\label{jump}
\end{equation}
A positive $V_{33}$ means that the region expands along the normal on its way to the saddle. Normal compression then does work against the reaction and slows it.

\subsection*{(b) Two materials meet at the interface}

Force balance requires the same normal traction $\sigma_n$ on both sides. It does not require equal in-plane stresses. Let these be $s$ in the silicon and $f$ in the oxide, each equal along the two in-plane axes. The first-order rate law needs three volumes:
\begin{equation}
k_{\rm B}T\ln\frac{k}{k_0}=S\,s+F\,f+N\,\sigma_n .
\label{three}
\end{equation}
$S$ and $F$ are the in-plane sums on the silicon and oxide sides. $N$ is the normal component sought. By \eqref{jump}, it is the sum of the normal strain jumps on both sides, each multiplied by its region volume, because both regions work against the same traction.

The loads fix $s$ and $\sigma_n$, but $f$ depends on how the oxide responds. Write $f=\lambda\sigma$ in the biaxial test and $f=-\mu P$ in the hydrostatic test. Substitution in \eqref{three} gives
\begin{align}
\text{hydrostatic:}\quad k_{\rm B}T\ln(k/k_0)&=-P(S+\mu F+N),
& T_V&=S+\mu F+N,\\
\text{biaxial:}\quad k_{\rm B}T\ln(k/k_0)&=\sigma(S+\lambda F),
& B_V&=S+\lambda F .
\end{align}
The silicon term $S$ cancels in the difference:
\begin{equation}
T_V-B_V=N+(\mu-\lambda)F .
\label{general}
\end{equation}
Subtraction isolates $N$ if $\mu=\lambda$ or $F=0$. The first condition says that the oxide's in-plane stress follows the load equally in both tests. The second says that the reaction is insensitive to that stress. Otherwise the result contains an in-plane contribution from the oxide.

\subsection*{(c) Bonded and relaxed oxides}

Take an oxide much thinner than the wafer, so that the wafer sets the in-plane strain. For cubic silicon loaded along its crystal axes, with compliances $s_{11}$ and $s_{12}$, the in-plane strain is
\begin{equation}
\epsilon=s_{11}s+s_{12}s+s_{12}\sigma_n=(s_{11}+s_{12})s+s_{12}\sigma_n .
\end{equation}
The isotropic oxide has Young modulus $E$ and Poisson ratio $\nu$. Its in-plane strain is
\[
\epsilon=\frac{f-\nu f-\nu\sigma_n}{E},
\qquad\text{so}\qquad
f=M\epsilon+\frac{\nu}{1-\nu}\sigma_n,\quad M=\frac{E}{1-\nu}.
\]
Inserting the silicon strain gives
\[
f=M(s_{11}+s_{12})s+\left(Ms_{12}+\frac{\nu}{1-\nu}\right)\sigma_n .
\]
The biaxial test has $s=\sigma$ and $\sigma_n=0$; the hydrostatic test has $s=\sigma_n=-P$. Therefore
\begin{equation}
\lambda=M(s_{11}+s_{12}),\qquad
\mu-\lambda=Ms_{12}+\frac{\nu}{1-\nu}.
\label{response}
\end{equation}

Rough elastic constants are $C_{11}=166$ GPa and $C_{12}=64$ GPa for silicon, and $E=72$ GPa and $\nu=0.17$ for the oxide. Inverting the cubic stiffness matrix gives
\[
s_{12}=-\frac{C_{12}}{(C_{11}-C_{12})(C_{11}+2C_{12})}
=-\frac{64}{102\times294}\ {\rm GPa}^{-1}=-0.002134\ {\rm GPa}^{-1}.
\]
With $M=72/0.83=86.75$ GPa,
\[
\mu-\lambda=-0.1851+0.2048=0.0197 .
\]
The individual factors are $\lambda=0.480$ and $\mu=0.500$. Their near equality comes from two opposing effects of a normal load. Under normal tension, an oxide held at fixed in-plane strain acquires in-plane tension, the term $\nu/(1-\nu)$. The silicon meanwhile contracts sideways and compresses the oxide, the term $Ms_{12}$. For these constants the two almost cancel. The bonded elastic case thus gives $T_V-B_V=N+0.02F$. The small coefficient depends on the rough constants: $E=80$ GPa would make it $-0.001$, and $\nu=0.19$ would make it $0.045$. For a real oxide, only its smallness should be trusted, not its sign.

If shear stress in the oxide has relaxed, its added stress is isotropic and equal to the normal traction. It is zero in the biaxial test and $-P$ in the hydrostatic test. Hence $\lambda=0$, $\mu=1$, and
\begin{equation}
T_V-B_V=N+F .
\label{relaxed}
\end{equation}
Relaxation therefore does not remove the oxide's influence. It removes $F$ from the biaxial result but leaves all of it in the hydrostatic one.

These are two definite histories. Oxide formed after the load is applied may carry a different in-plane stress; \eqref{general} still holds, but $\lambda$ and $\mu$ must then be found for that history.

\subsection*{(d) The number and its error}

Replace each derivative by a finite difference from the unloaded run. With $\sigma$ the signed biaxial stress, the estimate is
\begin{equation}
V_{\rm est}=-\frac{k_{\rm B}T}{P}\ln\frac{k_P}{k_0}
-\frac{k_{\rm B}T}{\sigma}\ln\frac{k_b}{k_0}.
\label{estimate}
\end{equation}
Here $k_{\rm B}T/P=14.816/0.100=148.16$ \AA$^3$. The two parts are
\begin{align*}
T_V&\simeq-148.16\,\ln(0.91919)=12.485\ \text{\AA}^3,\\
B_V&\simeq\frac{14.816}{-0.100}\ln(0.97688)=3.466\ \text{\AA}^3 .
\end{align*}
Their difference is
\[
V_{\rm est}=12.485-3.466=9.019\ \text{\AA}^3 .
\]
This equals 5.43 cm$^3$/mol.

Because $\sigma=-P$, the reference rate cancels. Putting this value into \eqref{estimate} gives
\begin{equation}
V_{\rm est}=\frac{k_{\rm B}T}{P}
\left[-\ln k_P+\ln k_0+\ln k_b-\ln k_0\right]
=\frac{k_{\rm B}T}{P}\ln\frac{k_b}{k_P}.
\label{ratio}
\end{equation}
The two loaded wafers have the same in-plane silicon stress and differ in applied load by the normal pressure. Their rate ratio, 1.06276, measures the effect of that pressure directly.

For small independent relative errors of standard size $r$, the errors of $\ln k_b$ and $\ln k_P$ also have size $r$. Their variances add in \eqref{ratio}:
\[
\operatorname{sd}(V_{\rm est})=\sqrt2\,r\,\frac{k_{\rm B}T}{P}
=\sqrt2\times0.01\times148.16=2.10\ \text{\AA}^3 .
\]
The data therefore support $9.0\pm2.1$ \AA$^3$, or $5.4\pm1.3$ cm$^3$/mol. The further digits above only trace the arithmetic. They were computed from unrounded rate ratios, so the printed ratios can give a last digit that differs by one.

The ratios were generated from an enthalpy surface with one reaction coordinate and three normal strains on each side of the interface. Its zero-load barrier is 2.0 eV, and its volumes are $S=3$, $F=1$ and $N=9$ \AA$^3$. The oxide was bonded and elastic. At zero load this model has $T_V=12.500$ and $B_V=3.480$ \AA$^3$, so $T_V-B_V=9.020$ \AA$^3$, as \eqref{general} requires. A separate calculation with normal traction alone, both in-plane stresses held at zero, gives $N=9.000$ \AA$^3$. With a relaxed oxide the subtraction gives 10.000 \AA$^3$. For this value of $F$, the oxide's state therefore changes the result by about 1 \AA$^3$, less than the random error of one set of runs. Averaging repeated runs reduces the random error but not this bias.

\subsection*{What a real experiment must control}

The example belongs to the regime of thin dry oxide on silicon, but its activation volumes are chosen, and 100 MPa is about a thousand times ordinary furnace pressure. Three conditions can be checked with simple estimates.

First, the runs must be at equal temperature. If $\nu_0$ and $G^\ddagger$ do not depend on temperature, a small rise $\Delta T$ in the hydrostatic run alone changes $\ln k_P$ by $G^\ddagger\Delta T/(k_{\rm B}T^2)$. By \eqref{estimate}, the result shifts by
\[
\Delta V=-\frac{G^\ddagger\,\Delta T}{T\,P}.
\]
For 1 K the model gives $-3.0$ \AA$^3$, a third of the answer.

Second, if $k$ is inferred from a growth rate, the oxidant fugacity must be known. If the growth rate is proportional to fugacity, a hydrostatic run with 1\,\% more fugacity than assumed shifts the result by $-148.16\ln1.01=-1.5$ \AA$^3$. Pure oxygen at 100 MPa would have about a thousand times the fugacity it has at ordinary furnace pressure. To match an unloaded run at that pressure, the hydrostatic run therefore needs oxygen strongly diluted in an inert gas. Gas nonideality is then a much larger concern than a 1\,\% error. For dilute oxygen in argon at 100 MPa and $800\,^\circ$C, a second-virial estimate with Lennard-Jones parameters gives an oxygen fugacity coefficient of about 1.3. Treating the gas as ideal would then shift the result by roughly $-40$ \AA$^3$, several times the answer itself.

Third, the wafer must remain elastic. On the slip plane $(111)$ and slip direction $[10\bar1]$, an in-plane stress $\sigma$ has resolved shear stress $\sigma/\sqrt6$. This is the largest value among the $\{111\}\langle110\rangle$ systems, and it equals 40.8 MPa here. At $800\,^\circ$C, silicon that already contains mobile dislocations can slip at resolved stresses several times lower than this when the load is held for the length of an oxidation run. The elastic analysis therefore applies only to a wafer practically free of mobile dislocations and dislocation sources. Suppose that slip leaves only a fraction $\rho$ of the nominal biaxial stress in the silicon, at unchanged total strain. A bonded elastic oxide follows that strain and keeps its stress, so the inferred $B_V$ becomes $\rho S+\lambda F$. The subtraction is then too large by $(1-\rho)S$. Complete loss of the silicon stress would add about 3 \AA$^3$.

A smaller correction concerns area. Definition \eqref{def} can use the rate per deformed area or per original area. The latter contains an extra factor $1+2\epsilon$. Between the two loaded states the silicon strain differs by $s_{12}\sigma_n$, so using the original area changes the inferred normal volume by $2k_{\rm B}Ts_{12}=-0.06$ \AA$^3$. This is negligible here.

\section*{Variation 1: biaxial tension instead of compression}

\textbf{Question.} Replace the biaxial run by one at $+100$ MPa, where $k_b/k_0=1.02386$. How do the result and its error change?

\textbf{Solution.} Now $B_V\simeq148.16\ln(1.02386)=3.494$ \AA$^3$, and
\[
V_{\rm est}=12.485-3.494=8.991\ \text{\AA}^3 .
\]
For the random error, let $\delta_0$, $\delta_P$ and $\delta_b$ be the errors of the three logarithms. Equation \eqref{estimate} gives
\[
\delta V=k_{\rm B}T\left[-\frac{\delta_P}{P}-\frac{\delta_b}{\sigma}
+\left(\frac1P+\frac1\sigma\right)\delta_0\right].
\]
The three errors are independent, so
\begin{equation}
\operatorname{sd}(V_{\rm est})=k_{\rm B}T\,r
\left[\frac1{P^2}+\frac1{\sigma^2}
+\left(\frac1P+\frac1\sigma\right)^2\right]^{1/2}.
\label{error}
\end{equation}
For $\sigma=P$ the bracket is $(1+1+4)/P^2$, and the error is $\sqrt6\times1.4816=3.63$ \AA$^3$. Random sampling of the three rates, with 1\,\% errors, gives 3.62 \AA$^3$. At equal load magnitudes, tension is worse than compression by $\sqrt{6/2}=\sqrt3$, because the reference error now adds instead of cancelling.

Matching magnitudes is not the minimum of \eqref{error}. At fixed $P$, put $\sigma=-P/u$ with $u>0$. The bracket becomes
\[
\frac{1+u^2+(1-u)^2}{P^2}=\frac{2-2u+2u^2}{P^2},
\]
which is smallest at $u=1/2$, or $\sigma=-2P$. The error then falls from 2.10 to 1.81 \AA$^3$. The price is twice the resolved shear stress, and the reference rate no longer cancels. Halving the compression instead, $u=2$, returns the bracket to $6/P^2$.

The small difference between 9.019 and 8.991 \AA$^3$ comes from curvature. Add $\frac12c_hP^2$ to $k_{\rm B}T\ln(k/k_0)$ in the hydrostatic test and $\frac12c_b\sigma^2$ in the biaxial test. Substitution in \eqref{estimate} gives, to this order,
\[
V_{\rm est}=T_V-B_V-\tfrac12c_hP-\tfrac12c_b\sigma .
\]
For $\sigma=-P$ the curvatures partly cancel when they have the same sign; for $\sigma=P$ they add. The model's shifts from its zero-load value are $-0.001$ and $-0.029$ \AA$^3$ respectively. Both are far below the random error.

\section*{Variation 2: using uncorrected growth rates}

\textbf{Question.} Suppose that growth rates are used in place of $k$. Oxidant enters the oxide at concentration $C^*$, diffuses through thickness $x$ with diffusivity $D$, and reacts at the interface. What does the subtraction give?

\textbf{Solution.} In steady state the diffusion flux equals the reaction flux. With interface concentration $C_i$,
\[
\frac{D(C^*-C_i)}x=kC_i
\quad\Rightarrow\quad
C_i=\frac{C^*}{1+a},\qquad a=\frac{kx}{D}.
\]
The growth rate is proportional to $J=kC_i=kC^*/(1+a)$ if the amount of oxidant per volume of new oxide is fixed. At fixed $x$, $da=a(d\ln k-d\ln D)$. Thus
\begin{align}
d\ln J&=d\ln C^*+d\ln k-\frac{a}{1+a}(d\ln k-d\ln D)\notag\\
&=d\ln C^*+\frac{d\ln k+a\,d\ln D}{1+a}.
\label{flux}
\end{align}

Let $C^*$ and $D$ depend on the mean oxide stress $\bar\sigma$ as $\exp(\bar\sigma V_{\rm sol}/k_{\rm B}T)$ and $\exp(\bar\sigma V_D/k_{\rm B}T)$, at fixed fugacity. Per unit tensile load, $\bar\sigma$ is $(2\mu+1)/3$ in the hydrostatic test and $2\lambda/3$ in the biaxial test. The difference is
\[
m=\frac{1+2(\mu-\lambda)}3 .
\]
Taking the difference of \eqref{flux} between the tests and multiplying by $k_{\rm B}T$ gives
\begin{equation}
V_{\rm raw}=\frac{N+(\mu-\lambda)F+a\,mV_D}{1+a}+mV_{\rm sol}.
\label{raw}
\end{equation}
For $a\to0$, diffusion drops out but solubility remains. For $a\to\infty$, the interface reaction drops out and the experiment measures transport.

Take $x=5$ nm, $D/k=150$ nm, $V_D=20$ \AA$^3$ and $V_{\rm sol}=5$ \AA$^3$ as round model values. For the bonded oxide, $a=0.0333$ and $m=0.3465$, so
\[
V_{\rm raw}=\frac{9.020+0.0333\times0.3465\times20}{1.0333}
+0.3465\times5=10.685\ \text{\AA}^3 .
\]
A solution of the diffusion problem on a grid, with the loaded rates from the enthalpy surface, gives the same value. Solubility contributes $+1.73$ \AA$^3$ and diffusion $-0.07$ \AA$^3$. A thin oxide thus suppresses the diffusion error but not the solubility error.

Real dry oxidation is faster in its first few tens of nanometres than this simple flux law predicts. If that enhancement multiplies all three rates by the same factor, it cancels in the ratios. If it depends on load, it adds an activation volume of its own, which these data cannot separate from $N$.

\section*{Calculated quantities}
\begin{verbatim}
Temperature: 1073.15 K
Thermal energy kT: 0.09248 eV
kT in volume-pressure units: 14.816 A3 GPa
Model barrier at zero load: 2.000 eV
Pressure and biaxial stress magnitude: 100 MPa
Silicon C11, C12 (rough): 166, 64 GPa
Oxide Young modulus (rough): 72 GPa
Oxide Poisson ratio (rough): 0.17
Substrate in-plane sum S: 3.000 A3
Oxide in-plane sum F: 1.000 A3
Normal volume N, direct: 9.000 A3
Largest strain-jump test error: 2.1e-07 A3
Bonded oxide lambda: 0.4802
Bonded oxide mu: 0.4999
Bonded oxide mu - lambda: 0.0197
Zero-load T, B, T-B, equal oxide: 13.000, 4.000, 9.000 A3
Zero-load T, B, T-B, bonded oxide: 12.500, 3.480, 9.020 A3
Zero-load T, B, T-B, relaxed oxide: 13.000, 3.000, 10.000 A3
Rate ratio, hydrostatic/reference: 0.91919
Rate ratio, biaxial compression/reference: 0.97688
Rate ratio, biaxial tension/reference: 1.02386
Rate ratio, biaxial compression/hydrostatic: 1.06276
T from finite load: 12.485 A3
B from finite compression: 3.466 A3
Normal volume, compression: 9.019 A3
Same result per mole: 5.431 cm3/mol
Normal volume, tension: 8.991 A3
Finite-load shift, compression: -0.0011 A3
Finite-load shift, tension: -0.0290 A3
Assumed error of each rate: 1.0 %
Standard error, compression: 2.10 A3
Standard error, tension: 3.62 A3
Standard error, half-size compression: 3.62 A3
Oxide thickness: 5.0 nm
Diffusivity/reaction constant: 150 nm
Damkohler number: 0.0333
Oxide diffusion volume: 20.0 A3
Oxidant solution volume: 5.0 A3
Mean-stress factor m: 0.3465
Raw growth-rate result: 10.685 A3
Solubility shift: +1.732 A3
Diffusion shift: -0.067 A3
Shift if hydrostatic run is 1 K hotter: -2.995 A3
Shift if its fugacity is 1 % higher: -1.474 A3
Area-strain correction: -0.0632 A3
Largest biaxial Schmid factor: 0.4082
Largest resolved shear stress: 40.8 MPa
\end{verbatim}
